# One-phonon spin relaxation: detailed balance and numerical errors, part 1

(Sections cited here and not found follow in the later parts.)

## Direct spin-lattice relaxation from a secular Redfield matrix

A paramagnetic centre in a crystal, once driven out of equilibrium, returns to the lattice temperature because vibrations move its neighbours and so modulate its zero-field-splitting and $g$ tensors. At low enough temperature, and provided the one-phonon matrix element is not suppressed (as it is for a Kramers doublet in a weak field), the dominant channel is the emission or absorption of one phonon whose frequency equals a spin splitting. Splittings of a few cm$^{-1}$ or less lie near the bottom of the acoustic branches, where a finite $\mathbf q$ mesh has few modes and usually none at the required frequency. The energy-conserving delta function must then be given a width, and the computed $T_1$ depends on three numerical parameters: the displacement step $h$, the mesh size $N$ and the width $\sigma$. Each has its own error law, and a careless treatment of the width also destroys the thermal equilibrium that the rates should produce.

Units are Hartree atomic units with $\hbar=1$, $\mu_B=\tfrac12$ and temperature in $E_h$, $\beta=1/T$. Only first derivatives of the spin Hamiltonian are kept, and the coupling is treated in second order. This describes one-phonon transitions, including the individual steps of an Orbach cascade. Two-phonon Raman processes lie outside the treatment.

### Spin Hamiltonian and its gradients

The spin Hamiltonian is linear in a set of real parameters,

$$H=\mathbf S\cdot D\cdot\mathbf S+\mu_B\,\mathbf B\cdot g\cdot\mathbf S=\sum_{k=1}^{9}p_kO_k .$$

The parameters are $p=(D_{xx},D_{yy},D_{zz},D_{xy},D_{xz},D_{yz},\zeta_x,\zeta_y,\zeta_z)$ with $\boldsymbol\zeta=\mu_Bg^{T}\mathbf B$. The matching Hermitian operators are $S_x^2,S_y^2,S_z^2$, the anticommutators $S_xS_y+S_yS_x$ and so on (each off-diagonal element of the symmetric $D$ appears twice), and $S_x,S_y,S_z$. The eigenvalues of $H$ are $E_a$, with $\omega_{ab}=E_a-E_b$, and $O_{k,ab}=\langle a|O_k|b\rangle$.

The tensors depend on the displacements $u_{i\mu}$ of the atoms $i$ of a finite cluster at positions $\mathbf R_i$. The gradient is taken by central differences,

$$G_{i\mu,k}=\frac{p_k(u_{i\mu}=+h)-p_k(u_{i\mu}=-h)}{2h}.$$

In the Taylor series of the numerator the even orders cancel, leaving $2hp_k'+h^3p_k'''/3$, so the truncation error of $G$ is $h^2p_k'''/6$. If each evaluation of $p_k$ carries a noise $\epsilon$, as any self-consistent calculation does, the quotient carries up to $\epsilon/h$. The sum $h^2|p'''|/6+\epsilon/h$ has zero derivative at $h^3=3\epsilon/|p'''|$. Doubling $h$ multiplies the truncation error by 4, and this ratio shows whether a calculation is in the truncation regime; without an exact gradient it is read from $[G(4h)-G(2h)]/[G(2h)-G(h)]=(16-4)/(4-1)=4$. Rates are quadratic in $G$, so a small relative error common to all elements of $G$ appears doubled in them. Errors that differ between elements can partly cancel or be amplified.

Two exact rules constrain $G$. A rigid translation of the cluster changes no tensor, so

$$\sum_iG_{i\mu,k}=0 .$$

A rigid rotation $1+\Omega$, with $\Omega$ small and antisymmetric, displaces atom $i$ by $\Omega\mathbf R_i$ and carries $D$ into $(1+\Omega)D(1+\Omega)^T=D+\Omega D-D\Omega$. The same holds for $g$, while $\mathbf B$ stays fixed in the laboratory. Hence $\sum_{i\mu}G_{i\mu,k}(\Omega\mathbf R_i)_\mu$ must equal the parameter set built from $[\Omega,D]$ and $[\Omega,g]$. The translation rule is imposed by subtracting from $G_{i\mu,k}$ its mean over $i$, which is the smallest change in the least-squares sense. The rotation rule is used here as a test only.

### Coupling to a phonon mode

The host is harmonic, with one mass $M$ per cubic cell of side $\ell$, and the spin centre is assumed not to disturb its vibrations. For springs $k_{\mathbf R}$ along bonds $\mathbf R$ with unit vectors $\hat{\mathbf R}$ the dynamical matrix is

$$\mathcal D_{\mu\mu'}(\mathbf q)=\frac1M\sum_{\mathbf R}k_{\mathbf R}\hat R_\mu\hat R_{\mu'}\,(1-\cos\mathbf q\cdot\mathbf R),$$

with eigenvalues $\omega_m^2$ and eigenvectors $\mathbf e_m$ for the modes $m=(\mathbf q,\lambda)$. It is real, symmetric and even in $\mathbf q$, so $\mathbf e$ can be chosen real and equal at $\pm\mathbf q$. In a crystal of $N^3$ cells the displacement is $u_{i\mu}=N^{-3/2}\sum_m e_{m\mu}e^{i\mathbf q\cdot\mathbf R_i}Q_m$ with $Q_{\mathbf q\lambda}=(a_{\mathbf q\lambda}+a^\dagger_{-\mathbf q\lambda})/\sqrt{2M\omega_m}$. Relabelling $\mathbf q\to-\mathbf q$ in the creation part and inserting into $\delta H=\sum G_{i\mu,k}u_{i\mu}O_k$ gives

$$\delta H=\sum_kO_kX_k,\qquad X_k=N^{-3/2}\sum_m\left(\kappa_{km}a_m+\kappa_{km}^*a_m^\dagger\right),$$

$$\kappa_{km}=\frac{1}{\sqrt{2M\omega_m}}\sum_{i\mu}G_{i\mu,k}\,e_{m\mu}\,e^{i\mathbf q\cdot\mathbf R_i}.$$

By the chain rule, $\sqrt{2M\omega_m}\,\mathrm{Re}\,\kappa_{km}$ is the derivative of $p_k$ along the frozen pattern $u_{i\mu}=s\,e_{m\mu}\cos\mathbf q\cdot\mathbf R_i$ with respect to the amplitude $s$, and the imaginary part is the derivative along the sine pattern. Differentiating along each mode directly would need four tensor evaluations for each of the $3N^3/2$ pairs of modes at $\pm\mathbf q$. The Cartesian route needs six per cluster atom, independent of $N$, and the direct route serves as a spot check. Using the cosine pattern alone is an error: with the origin at the spin site, the translation rule removes the zeroth-order term of the cosine part, so the long-wave coupling lies in the sine part, and at a site with inversion symmetry the cosine pattern is odd under inversion while the tensors are even, so its coupling vanishes at every $\mathbf q$.

All lattice information enters through the spectral matrix, defined for $\omega>0$ by

$$J_{kl}(\omega)=\frac1{N^3}\sum_m\mathrm{Re}\left(\kappa_{km}\kappa_{lm}^*\right)\delta(\omega-\omega_m).$$

The real part may be taken because $\kappa$ at $-\mathbf q$ is the complex conjugate of $\kappa$ at $\mathbf q$, so imaginary parts cancel in pairs. Since $\mathrm{Re}(\kappa_k\kappa_l^*)=\mathrm{Re}\kappa_k\mathrm{Re}\kappa_l+\mathrm{Im}\kappa_k\mathrm{Im}\kappa_l$, the matrix $J$ is real, symmetric and positive semidefinite.

For $N\to\infty$ the sum becomes $(\ell/2\pi)^3\int d^3q$. Writing $\mathbf q=q\mathbf n$ and using the delta function for the radial integral,

$$J_{kl}(\omega)=\left(\frac{\ell}{2\pi}\right)^3\int d\Omega_{\mathbf n}\sum_\lambda\frac{q_\lambda^2\,\mathrm{Re}(\kappa_k\kappa_l^*)}{\partial\omega_\lambda/\partial q},\qquad\omega_\lambda(q_\lambda\mathbf n)=\omega. \tag{1}$$

This form needs one root per branch and direction, that is, $\partial\omega_\lambda/\partial q>0$ along every ray up to the frequency $\omega$. The condition fails at the latest at the lowest critical point of any branch. With long-range springs that point can be a dip inside the zone, below every zone-boundary frequency, so the condition has to be checked for each lattice. At small $\omega$, $q_\lambda=\omega/v_\lambda(\mathbf n)$. Expanding the phase, the zeroth-order term of $\kappa$ vanishes by the translation rule, and the first-order term is $iq\,e_\mu n_{\mu'}\Lambda_{\mu\mu',k}/\sqrt{2M\omega}$ with $\Lambda_{\mu\mu',k}=\sum_iG_{i\mu,k}R_{i\mu'}$. The integrand is then $q^4(\ldots)/(2M\omega v)$, and

$$J_{kl}\to\frac{\ell^3\omega^3}{16\pi^3M}\sum_\lambda\int d\Omega_{\mathbf n}\frac{(\mathbf e\Lambda_k\mathbf n)(\mathbf e\Lambda_l\mathbf n)}{v_\lambda^5}.$$

The factor $v^{-5}$ favours the slow transverse branches, which dominate unless their coupling $\mathbf e\Lambda_k\mathbf n$ is much weaker than the longitudinal one. If the translation rule is violated, the zeroth-order term survives, the integrand is $q^2(\ldots)/(2M\omega v)$, and $J\propto\omega$. The spurious part relative to the true one grows as $\omega^{-2}$, so a small noise in $G$ can dominate the rate at low frequency.

The parity of (1) matters later. Along a ray $\mathcal D$ is $q^2$ times a series in $q^2$, so $\omega_\lambda$ is odd in $q$, the root $q_\lambda$ is odd in $\omega$, and $\partial\omega/\partial q$ and $\mathbf e$ are even. The product $\mathrm{Re}(\kappa_k\kappa_l^*)$ is $1/\omega$ times cosines of $\mathbf q\cdot(\mathbf R_i-\mathbf R_{i'})$, which are even. Therefore $J(\omega)=\omega^3P(\omega^2)$ with $P$ a power series, and the odd continuation $J(-\omega)=-J(\omega)$ is smooth through zero.

### The Redfield tensor

In the interaction picture, to second order in $\delta H$, with the lattice kept in its thermal state $\rho_B$ (Born approximation) and the spin state taken at the current time (Markov approximation),

$$\dot\rho(t)=-\int_0^\infty ds\,\mathrm{Tr}_B\left[\delta H(t),\left[\delta H(t-s),\rho(t)\rho_B\right]\right].$$

The first-order term is absent because $\langle X_k\rangle=0$. With $H_1=\delta H(t)$ and $H_2=\delta H(t-s)$, minus the double commutator is $H_2\rho H_1-H_1H_2\rho$ plus the Hermitian conjugate. Cyclic invariance of the bath trace gives the same function in both terms, $C_{kl}(s)=\langle X_k(s)X_l(0)\rangle$, and

$$\dot\rho=\sum_{kl}\int_0^\infty ds\,C_{kl}(s)\left[O_l(t-s)\rho\,O_k(t)-O_k(t)O_l(t-s)\rho\right]+\text{h.c.}$$

With $a_m(s)=a_me^{-i\omega_ms}$, $\langle a a^\dagger\rangle=n+1$, $\langle a^\dagger a\rangle=n$, $\langle aa\rangle=0$ and $n_m=n(\omega_m)=1/(e^{\beta\omega_m}-1)$,

$$C_{kl}(s)=\frac1{N^3}\sum_m\mathrm{Re}(\kappa_{km}\kappa^*_{lm})\left[(n_m+1)e^{-i\omega_ms}+n_me^{i\omega_ms}\right].$$

The element $O_{l,ac}(t-s)$ equals $O_{l,ac}(t)\,e^{i\omega_{ca}s}$, so each element of $O_l$ brings the integral $\int_0^\infty e^{i\omega s}C_{kl}(s)\,ds$ at $\omega=\omega_{ca}$, the energy that the spin gives up in going from $c$ to $a$. From $\int_0^\infty e^{iys}ds=\pi\delta(y)+i\,\mathrm{P}(1/y)$ the integral is $\tfrac12\Gamma_{kl}(\omega)+i\Delta_{kl}(\omega)$, with

$$\Gamma_{kl}(\omega)=2\pi J_{kl}(|\omega|)\times\begin{cases}n(\omega)+1,&\omega>0\\ n(|\omega|),&\omega<0.\end{cases}$$

The principal-value part $\Delta$ shifts the levels once the secular approximation is made. It is dropped. For $S=1$ the nine $O_k$ span all Hermitian $3\times3$ matrices, so the level shifts can be absorbed into dressed values of the $p_k$. For larger spins they in general also contain spin operators of higher order, and dropping them is a further approximation. At $\omega\to0$, $n\to T/\omega$ and $J\propto\omega^3$, so $\Gamma(0)=0$: in this Markov treatment one-phonon processes in three dimensions contribute no pure-dephasing rate. A small, finite initial loss of coherence is not described by it.

Return to the Schrödinger picture and take the $ab$ element. Define $Y_{ij,rs}(\omega)=\sum_{kl}\Gamma_{kl}(\omega)O_{k,ij}O_{l,rs}$. The term $O_l\rho O_k$ gives $O_{l,ac}\rho_{cd}O_{k,db}$ at frequency $\omega_{ca}$. The term $-O_kO_l\rho$ gives $-O_{k,ar}O_{l,rc}\rho_{cb}$ at $\omega_{cr}$. In the conjugate terms the frequency-carrying operator stands to the right of $\rho$: they give $O_{k,ac}\rho_{cd}O_{l,db}$ at $\omega_{db}$ and $-\rho_{ad}O_{l,dr}O_{k,rb}$ at $\omega_{dr}$, and the symmetry $\Gamma_{kl}=\Gamma_{lk}$ puts them in the same index order. Thus $\dot\rho_{ab}=-i\omega_{ab}\rho_{ab}+\sum_{cd}\mathcal R_{ab,cd}\rho_{cd}$ with

$$\mathcal R_{ab,cd}=\tfrac12\left[Y_{db,ac}(\omega_{ca})+Y_{db,ac}(\omega_{db})\right]-\tfrac12\delta_{bd}\sum_rY_{ar,rc}(\omega_{cr})-\tfrac12\delta_{ac}\sum_rY_{dr,rb}(\omega_{dr}). \tag{2}$$

**Secular approximation.** The element $\mathcal R_{ab,cd}$ couples a component that oscillates at $\omega_{cd}$ to one that oscillates at $\omega_{ab}$. Regard the full generator as the diagonal matrix $-i\omega_{ab}$ perturbed by $\mathcal R$. Elements with $\omega_{ab}=\omega_{cd}$ act in first order. The others act in second order, as a product of two elements over a frequency difference, and shift an eigenvalue by an amount of order $\|\mathcal R\|^2/\omega_{\rm gap}$ at most, where $\omega_{\rm gap}$ is the smallest nonzero $|\omega_{ab}-\omega_{cd}|$. They are dropped. When all Bohr frequencies are distinct, two kinds of element remain.

For populations, set $b=a$, $d=c\ne a$. Both frequencies in the bracket are $\omega_{ca}$, and

$$W_{a\leftarrow c}=\mathcal R_{aa,cc}=Y_{ca,ac}(\omega_{ca}).$$

For $c=a$ the last two terms of (2) give $-\sum_{r}Y_{ar,ra}(\omega_{ar})$. Its $r=a$ term cancels the bracket, which leaves $\mathcal R_{aa,aa}=-\gamma_a$ with $\gamma_a=\sum_{r\neq a}W_{r\leftarrow a}$. Each column of the population block sums to zero, so the trace is conserved.

For coherences, set $c=a$, $d=b\ne a$. The sums give $-\tfrac12(\gamma_a+\gamma_b)$ from $r\ne a$ and $r\neq b$. The zero-frequency pieces are $Y_{bb,aa}(0)-\tfrac12Y_{aa,aa}(0)-\tfrac12Y_{bb,bb}(0)$, which by the symmetry of $\Gamma$ combine into a square:

$$\frac1{T_{2,ab}}=\frac{\gamma_a+\gamma_b}2+\frac12\sum_{kl}\Gamma_{kl}(0)\,\delta O_k\,\delta O_l,\qquad\delta O_k=O_{k,aa}-O_{k,bb}. \tag{3}$$

These elements coincide with those of the Lindblad generator $\sum_\omega\sum_{kl}\Gamma_{kl}(\omega)\left[A_l\rho A_k^\dagger-\tfrac12\{A_k^\dagger A_l,\rho\}\right]$, where $A_k$ is the part of $O_k$ that lowers the spin energy by $\omega$. For the jump $c\to a$, $A_k=O_{k,ac}|a\rangle\langle c|$, so the first term is $W_{a\leftarrow c}\rho_{cc}|a\rangle\langle a|$ and $\sum\Gamma_{kl}A_k^\dagger A_l=W_{a\leftarrow c}|c\rangle\langle c|$, which removes population from $c$ at the full rate and every coherence with $c$ at half of it. Positivity of $\rho$ is preserved as long as each $\Gamma(\omega)$ is positive semidefinite.

The test $\omega_{ab}=\omega_{cd}$ must be applied to all index quadruples, and its tolerance compared with the rates. For a spin dominated by the Zeeman term the frequencies $\omega_{10}$ and $\omega_{21}$ nearly coincide, and $\mathcal R_{01,12}$ must be kept when their difference is comparable to $\|\mathcal R\|$ or smaller.

**Detailed balance.** For $E_b>E_a$, $\omega=\omega_{ba}$, define $J_{ab}(\omega)=\sum_{kl}J_{kl}(\omega)O_{k,ba}O_{l,ab}$. Exchanging the dummy indices $k,l$ and using $J_{kl}=J_{lk}$ shows $J_{ab}=J_{ba}$, and $O_{k,ba}=O_{k,ab}^*$ shows $J_{ab}\ge0$. Then

$$W_{a\leftarrow b}=2\pi J_{ab}(n+1),\qquad W_{b\leftarrow a}=2\pi J_{ab}\,n,\qquad\frac{W_{a\leftarrow b}}{W_{b\leftarrow a}}=\frac{n+1}n=e^{\beta\omega}. \tag{4}$$

With Gibbs weights $w_a\propto e^{-\beta E_a}$ the flux $k_{ab}=W_{a\leftarrow b}w_b$ is symmetric. The matrix $\tilde W_{ab}=w_a^{-1/2}\mathcal R_{aa,bb}w_b^{1/2}$ is therefore symmetric and has real eigenvalues. For $y_a=w_a^{1/2}z_a$ its quadratic form is $\sum_{a\ne b}k_{ab}(z_az_b-z_b^2)=-\tfrac12\sum_{a\neq b}k_{ab}(z_a-z_b)^2\le0$. The zero eigenvalue has constant $z$, which is the Gibbs state, and the other eigenvalues are the rates $-1/T_1$. A three-level spin has two of them. For a two-level system $1/T_1=2\pi J(2n+1)$, which, in the long-wave limit and for gradients and matrix elements that do not change with $\omega$, is $\propto\omega^3$ at $T\ll\omega$ and $\propto\omega^2T$ at $T\gg\omega$. For a spin $\tfrac12$ the operators $S_\mu^2$ are multiples of the identity and the anticommutators vanish, so only $\boldsymbol\zeta$ couples; its gradient is proportional to $B$ and hence to $\omega$, and the laws become $\omega^5$ and $\omega^4T$.

The secular Redfield rates obey detailed balance exactly and relax the spin to the Gibbs state. It remains to evaluate them on a finite mesh, where the delta function needs a width, without losing that equilibrium, and to find the resulting errors.
